# Diffuse Re-emission Needs Uniform Sine Squared, Not a Uniform Polar Angle: verification in Python

```python
# RESULT UNDER TEST: equally weighted particles emitted with a cosine-law flux
# have sin(theta)^2 uniform on (0,1); uniform theta or uniform cos(theta) is a
# different law and gives a false film profile in a trench.
# theta: polar angle from the surface normal; phi: uniform azimuth
# alpha: angle from the normal after projection on the trench cross-section
# aspect: trench depth / width; stick: sticking probability per impact
# flux: impacts per area divided by impacts per area on the open flat field
# Lengths inside the trench routines are in units of the trench width.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline

rng = np.random.default_rng(12345)
LAWS = ("cosine", "uniform theta", "uniform cos")


def sample_polar(law, n):
    """Return sin(theta), cos(theta) for n emitted particles."""
    u = rng.random(n)
    if law == "cosine":
        return np.sqrt(u), np.sqrt(1 - u)
    if law == "uniform theta":
        return np.sin(np.pi * u / 2), np.cos(np.pi * u / 2)
    return np.sqrt(1 - (1 - u) ** 2), 1 - u


# Cumulative distribution of alpha for uniform theta, from its density
# (2/pi^2) artanh(cos alpha)/cos alpha, on a grid graded towards alpha = 0.
t_grid = np.linspace(0, 1, 3001)
a_grid = np.pi / 2 * t_grid ** 3
dens = np.zeros_like(t_grid)
c_grid = np.cos(a_grid[1:])
safe = np.where(c_grid > 1e-5, c_grid, 1.0)
ratio = np.where(c_grid > 1e-5, -np.log(np.tan(a_grid[1:] / 2)) / safe, 1.0)
dens[1:] = 2 / np.pi ** 2 * ratio * 1.5 * np.pi * t_grid[1:] ** 2
half_cdf = CubicSpline(t_grid, dens).antiderivative()


def cdf_alpha(law, alpha):
    if law == "cosine":
        return (1 + np.sin(alpha)) / 2
    if law == "uniform cos":
        return 0.5 + alpha / np.pi
    t = np.cbrt(2 * np.abs(alpha) / np.pi)
    return 0.5 + np.sign(alpha) * half_cdf(t)


def balance(law, aspect, stick, n=20):
    """Deterministic impact balance; n elements per trench width."""
    nw = int(round(aspect * n))
    ze, xe = np.linspace(0, aspect, nw + 1), np.linspace(0, 1, n + 1)
    K = np.zeros((nw + n, nw + n))
    nodes, weights = np.polynomial.legendre.leggauss(8)
    for p, q in zip((nodes + 1) / 2, weights / 2):
        z0 = (ze[:-1] + p * np.diff(ze))[:, None]
        x0 = (xe[:-1] + p * np.diff(xe))[:, None]
        K[:nw, :nw] += q * np.diff(cdf_alpha(law, np.arctan(ze - z0)), axis=1)
        down = -np.diff(cdf_alpha(law, np.arctan2(aspect - z0, xe)), axis=1)
        K[:nw, nw:] += q * (down + down[:, ::-1]) / 2
        for dist in (x0, 1 - x0):
            ang = np.arctan2(dist, aspect - ze)
            K[nw:, :nw] += q * np.diff(cdf_alpha(law, ang), axis=1)
    # first impacts of the cosine-law supply through the mouth
    first_wall = -np.diff(np.sqrt(1 + ze ** 2) - ze)
    first_floor = np.diff(np.sqrt(aspect ** 2 + xe ** 2)
                          - np.sqrt(aspect ** 2 + (1 - xe) ** 2)) / 2
    first = np.concatenate([first_wall, first_floor])
    hits = np.linalg.solve(np.eye(nw + n) - (1 - stick) * K.T, first)
    wall = hits[:nw] / (2 * np.diff(ze))
    floor = hits[nw:] / np.diff(xe)
    return wall, floor, hits.sum(), K


def trace(law, aspect, stick, n, bins=10):
    """Three-dimensional particle simulation of the same trench."""
    x, z = rng.random(n), np.zeros(n)
    sn, cs = sample_polar("cosine", n)
    dx, dz = sn * np.cos(2 * np.pi * rng.random(n)), cs
    wall_hits, floor_hits = np.zeros(bins), 0
    while x.size:
        with np.errstate(all="ignore"):
            tx = np.where(dx > 0, 1 - x, x) / np.abs(dx)
            tz = np.where(dz > 0, aspect - z, z) / np.abs(dz)
            on_wall = tx < tz
            right = dx > 0
            z = np.where(on_wall, z + tx * dz, aspect)
            x = np.where(on_wall, right * 1.0, x + tz * dx)
        wall_hits += np.histogram(z[on_wall], bins, (0, aspect))[0]
        floor_hits += np.count_nonzero(~on_wall & (dz > 0))
        keep = (on_wall | (dz > 0)) & (rng.random(x.size) >= stick)
        x, z, on_wall, right = x[keep], z[keep], on_wall[keep], right[keep]
        sn, cs = sample_polar(law, x.size)
        along = sn * np.cos(2 * np.pi * rng.random(x.size))
        dx = np.where(on_wall, np.where(right, -cs, cs), along)
        dz = np.where(on_wall, along, -cs)
    return wall_hits / n / (2 * aspect / bins), floor_hits / n


def ks_uniform(values):
    """Largest distance between the sample CDF and the uniform CDF."""
    v, n = np.sort(values), len(values)
    k = np.arange(n)
    return max(np.max((k + 1) / n - v), np.max(v - k / n))


# --- Maxwell gas: which molecules cross a plane during one time step? ---
vel = rng.standard_normal((1500000, 3))
height = 6 * rng.random(len(vel))
cross = vel[vel[:, 2] > height]
sin2 = (cross[:, 0] ** 2 + cross[:, 1] ** 2) / np.sum(cross ** 2, axis=1)
theta_cross = np.arcsin(np.sqrt(sin2))
ks_sin2 = ks_uniform(sin2)
ks_theta = ks_uniform(2 * theta_cross / np.pi)
ks_cos = ks_uniform(np.sqrt(1 - sin2))
assert ks_sin2 < 2 / np.sqrt(len(sin2))
assert ks_theta > 0.08 and ks_cos > 0.08
print(f"Gas molecules crossing the plane: {len(sin2)}")
print(f"CDF distance from uniform, sin^2 theta: {ks_sin2:.4f}")
print(f"CDF distance from uniform, theta: {ks_theta:.4f}")
print(f"CDF distance from uniform, cos theta: {ks_cos:.4f}")

# --- Angular content of the three samplers ---
polar_cdf = {"cosine": lambda th: np.sin(th) ** 2,
             "uniform theta": lambda th: 2 * th / np.pi,
             "uniform cos": lambda th: 1 - np.cos(th)}
ten, eighty = np.radians(10), np.radians(80)
for law in LAWS:
    sn, cs = sample_polar(law, 400000)
    near, graze = polar_cdf[law](ten), 1 - polar_cdf[law](eighty)
    assert abs(np.mean(cs > np.cos(ten)) - near) < 0.003
    assert abs(np.mean(cs < np.cos(eighty)) - graze) < 0.003
    print(f"{law}: share below 10 deg {near:.4f}, above 80 deg {graze:.4f}")

# --- Projected density against direct averaging over theta ---
assert abs(half_cdf(1.0) - 0.5) < 1e-6
for slope in (0.2, 1.0, 2.5):
    direct = quad(lambda th: 2 / np.pi ** 2
                  * np.arccos(min(1.0, slope / np.tan(th))),
                  np.arctan(slope), np.pi / 2)[0]
    tail = 1 - cdf_alpha("uniform theta", np.arctan(slope))
    assert abs(direct - tail) < 1e-5

# --- Example: silicon from SiH4 in a trench (rough typical values) ---
width, depth, film = 100.0, 500.0, 20.0          # nm
temp, p_torr, rate = 900.0, 0.2, 10.0            # K, Torr, nm/min
si_density, diameter = 5.0e28, 0.4e-9            # 1/m^3, m (both rough)
mass = (28.085 + 4 * 1.008) * sc.atomic_mass
pressure = p_torr * sc.torr
impinge = pressure / np.sqrt(2 * np.pi * mass * sc.k * temp)
s_eff = rate * 1e-9 / 60 * si_density / impinge
aspect = depth / width
free_path = sc.k * temp / (np.sqrt(2) * np.pi * diameter ** 2 * pressure)
knudsen = free_path / (width * 1e-9)
assert knudsen > 100
print(f"Trench width {width:.0f} nm, depth {depth:.0f} nm, "
      f"aspect ratio {aspect:.1f}")
print(f"Temperature {temp:.0f} K, pressure {p_torr:.1f} Torr")
print(f"Field growth rate {rate:.0f} nm/min, field film {film:.0f} nm")
print(f"Si atom density {si_density * 1e-6:.1e} cm^-3 (rough)")
print(f"SiH4 collision diameter {diameter * 1e9:.1f} nm (rough)")
print(f"SiH4 impingement flux: {impinge * 1e-4:.3e} cm^-2 s^-1")
print(f"Effective sticking probability: {s_eff:.2e}")

# --- Escape through the mouth straight from mid-depth of a wall ---
slope = aspect / 2
for law in LAWS:
    esc = 1 - cdf_alpha(law, np.arctan(slope))
    print(f"{law}: direct escape from mid-wall {esc:.4f}")
th = np.pi / 2 * rng.random(1000000)
up = np.tan(th) * np.cos(2 * np.pi * rng.random(th.size)) > slope
weighted = np.mean(np.pi / 2 * np.sin(2 * th) * up)
exact_escape = 1 - cdf_alpha("cosine", np.arctan(slope))
assert abs(weighted / exact_escape - 1) < 0.02
print(f"uniform theta with weights: direct escape {weighted:.4f}")

# --- Zero sticking: reciprocity and uniform flux ---
for law in LAWS:
    wall, floor, impacts, K = balance(law, aspect, 0.0)
    nw = len(wall)
    wall_to_floor = 2 * aspect * K[:nw, nw:].sum(axis=1).mean()
    floor_to_wall = K[nw:, :nw].sum(axis=1).mean()
    recip = wall_to_floor / floor_to_wall
    dev = max(np.abs(wall - 1).max(), np.abs(floor - 1).max())
    if law == "cosine":
        assert abs(recip - 1) < 1e-4 and dev < 1e-4
        assert abs(impacts - (2 * aspect + 1)) < 1e-3
    else:
        assert abs(recip - 1) > 0.05 and dev > 0.05
    print(f"{law}, s=0: wall-floor exchange ratio {recip:.3f}, "
          f"mean impacts {impacts:.2f}")

# --- Example profile, checked by particles and by mesh refinement ---
worst_mc, worst_mesh = 0.0, 0.0
for law in LAWS:
    wall, floor, _, _ = balance(law, aspect, s_eff)
    wall2, floor2, _, _ = balance(law, aspect, s_eff, n=40)
    tenth, tenth2 = (w.reshape(10, -1).mean(axis=1) for w in (wall, wall2))
    mc_wall, mc_floor = trace(law, aspect, s_eff, 300000)
    worst_mc = max(worst_mc, np.abs(mc_wall / tenth2 - 1).max(),
                   abs(mc_floor / floor2.mean() - 1))
    worst_mesh = max(worst_mesh, np.abs(tenth - tenth2).max(),
                     abs(floor.mean() - floor2.mean()))
    mid = tenth2[4:6].mean()
    print(f"{law}: flux top tenth {tenth2[0]:.3f}, mid {mid:.3f}, "
          f"lowest tenth {tenth2[-1]:.3f}, floor {floor2.mean():.3f}")
    print(f"{law}: film mid-wall {film * mid:.1f} nm, "
          f"floor {film * floor2.mean():.1f} nm")
# statistical error of correlated impacts is about half a percent per bin
assert worst_mc < 0.02
assert worst_mesh < 2e-3
print(f"Largest particle/balance difference: {100 * worst_mc:.2f} %")
print(f"Largest flux shift on halving the mesh: {worst_mesh:.1e}")

# --- Larger sticking, same trench ---
for stick in (0.01, 0.1, 0.5):
    vals = [balance(law, aspect, stick)[1].mean() for law in LAWS]
    print(f"s={stick}: floor/field cosine {vals[0]:.4f}, "
          f"theta {vals[1]:.4f}, cos {vals[2]:.4f}")

# --- Sizes of neglected effects for the example ---
loss = 1 - balance("cosine", aspect, s_eff)[1].mean()
narrow = depth / (width - 2 * film)
loss_narrow = 1 - balance("cosine", narrow, s_eff)[1].mean()
theta_narrow = balance("uniform theta", narrow, s_eff)[1].mean()
share = 0.01
radical_floor = balance("cosine", aspect, 1.0)[1].mean()
radical_loss = share * (1 - radical_floor)
assert 0 < loss < loss_narrow < 0.02
print(f"Mean free path {free_path * 1e6:.0f} um, Knudsen number {knudsen:.0f}")
print(f"True floor deficit from consumption: {100 * loss:.3f} %")
print(f"Aspect ratio after the film: {narrow:.2f}")
print(f"True floor deficit after narrowing: {100 * loss_narrow:.3f} %")
print(f"Uniform-theta floor flux after narrowing: {theta_narrow:.3f}")
print(f"Floor/field for a radical with s=1: {radical_floor:.4f}")
print(f"Floor deficit for {100 * share:.0f} % radical share: "
      f"{100 * radical_loss:.2f} %")
print("all good")
```

Output:

```
Gas molecules crossing the plane: 99521
CDF distance from uniform, sin^2 theta: 0.0037
CDF distance from uniform, theta: 0.1054
CDF distance from uniform, cos theta: 0.2478
cosine: share below 10 deg 0.0302, above 80 deg 0.0302
uniform theta: share below 10 deg 0.1111, above 80 deg 0.1111
uniform cos: share below 10 deg 0.0152, above 80 deg 0.1736
Trench width 100 nm, depth 500 nm, aspect ratio 5.0
Temperature 900 K, pressure 0.2 Torr
Field growth rate 10 nm/min, field film 20 nm
Si atom density 5.0e+22 cm^-3 (rough)
SiH4 collision diameter 0.4 nm (rough)
SiH4 impingement flux: 4.132e+19 cm^-2 s^-1
Effective sticking probability: 2.02e-05
cosine: direct escape from mid-wall 0.0358
uniform theta: direct escape from mid-wall 0.0784
uniform cos: direct escape from mid-wall 0.1211
uniform theta with weights: direct escape 0.0356
cosine, s=0: wall-floor exchange ratio 1.000, mean impacts 11.00
uniform theta, s=0: wall-floor exchange ratio 1.399, mean impacts 7.66
uniform cos, s=0: wall-floor exchange ratio 1.778, mean impacts 6.69
cosine: flux top tenth 1.000, mid 1.000, lowest tenth 1.000, floor 1.000
cosine: film mid-wall 20.0 nm, floor 20.0 nm
uniform theta: flux top tenth 0.860, mid 0.582, lowest tenth 0.844, floor 0.933
uniform theta: film mid-wall 11.6 nm, floor 18.7 nm
uniform cos: flux top tenth 0.674, mid 0.432, lowest tenth 1.003, floor 1.165
uniform cos: film mid-wall 8.6 nm, floor 23.3 nm
Largest particle/balance difference: 1.18 %
Largest flux shift on halving the mesh: 1.2e-03
s=0.01: floor/field cosine 0.8627, theta 0.8481, cos 1.0675
s=0.1: floor/field cosine 0.3815, theta 0.4612, cos 0.5970
s=0.5: floor/field cosine 0.1312, theta 0.1560, cos 0.1830
Mean free path 656 um, Knudsen number 6556
True floor deficit from consumption: 0.032 %
Aspect ratio after the film: 8.33
True floor deficit after narrowing: 0.068 %
Uniform-theta floor flux after narrowing: 0.911
Floor/field for a radical with s=1: 0.0990
Floor deficit for 1 % radical share: 0.90 %
all good
```
